# Interface Potential Steps from Fourier Integration and the First Moment

## Definitions and conventions

Let $z$ be the coordinate normal to an interface, for instance between a high-permittivity oxide and the layer beneath it, and let $\rho(z)$ be the charge density averaged over planes parallel to the interface. Charge is counted in units of the positive elementary charge, so nuclei contribute with a plus sign and electrons with a minus sign. The algebra is in atomic units.

The quantity sought is the electrostatic potential energy $U(z)$ of an electron. If $\phi$ is the electrostatic potential, then $U=-\phi$, and Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes $\nabla^2U=4\pi\rho$. Averaging over a lateral period removes the $x$ and $y$ derivatives, because the integral of $\partial_x^2U$ over a period is the difference of $\partial_xU$ at equivalent points, which is zero. What remains is

$$U''(z)=4\pi\rho(z). \tag{1}$$

The areal charge and the first moment are

$$Q=\int\rho\,dz,\qquad p=\int z\,\rho\,dz .$$

Three assumptions define the problem. The density is localized near the interface, it is neutral ($Q=0$), and there is no field far to either side. The step is $\Delta U=U(+\infty)-U(-\infty)$; a positive value means that electrons on the right are raised relative to those on the left.

The density must be the total one, including the charge displaced by screening. No permittivity then appears in (1), and dividing the result by one would count the screening twice.

The raw density of a crystal does not vanish away from the interface, so it does not qualify. A suitable density is the difference $\rho_{AB}-\rho_A-\rho_B$ between the joined system and its two separated halves, held at the same atomic positions, provided that this difference dies out on both sides. Since (1) is linear, the step of the difference density adds to the alignment that the two separate halves would have. It is one contribution to a band offset, not the whole offset.

## What the answer should be

Integrating (1) once from the left, where the field vanishes, gives

$$U'(z)=4\pi\int_{-\infty}^{z}\rho(z')\,dz'. \tag{2}$$

The slope at $z$ thus measures the charge to the left of $z$. In a second integration, a charge at $z'$ contributes to the slope at every point between $z'$ and $z$, a distance $z-z'$:

$$U(z)-U(-\infty)=4\pi\int_{-\infty}^{z}(z-z')\rho(z')\,dz'.$$

For $z$ beyond all the charge the right side is $4\pi(zQ-p)$. Neutrality removes the growing term, so

$$\Delta U=-4\pi p. \tag{3}$$

Neutrality also makes $p$ independent of the origin: replacing $z$ by $z-a$ changes the moment by $-aQ=0$.

Two thin sheets check the sign. Put $+\sigma$ at $z=0$ and $-\sigma$ at $z=d$. By (2) the slope between them is $4\pi\sigma$, so the energy rises by $4\pi\sigma d$. The moment is $p=-\sigma d$, and (3) gives the same rise. An electron loses energy near the positive sheet and gains it near the negative one, as it should.

An equivalent form treats the two sides symmetrically. Since the second derivative of $|z|$ is $2\delta(z)$,

$$U(z)=2\pi\int|z-z'|\,\rho(z')\,dz' \tag{4}$$

also solves (1). To the right of the charge it equals $2\pi(zQ-p)=-2\pi p$, and to the left $2\pi(p-zQ)=+2\pi p$. It has the same step, with the zero of energy midway between the plateaus.

## The naive scheme and its failure

Electronic-structure programs often supply the density in a periodic cell. Take the cell $-L/2\le z<L/2$, with the charge well inside, and expand

$$\rho(z)=\sum_G\rho_G e^{iGz},\qquad G=\frac{2\pi m}{L},\quad m \text{ integer}.$$

Two derivatives multiply each component by $-G^2$. The periodic solution $u$ therefore has

$$u_G=-\frac{4\pi\rho_G}{G^2}\quad(G\ne0),\qquad u_0=0. \tag{5}$$

At $G=0$ equation (1) would read $0=4\pi Q/L$, which neutrality satisfies; $u_0$ is then a free constant. The naive scheme now picks a point $z_1$ on the left and $z_2$ on the right, and takes $u(z_2)-u(z_1)$ as the step.

This cannot be right, because $u$ takes the same value at both ends of the cell, whereas $U$ does not. To find the error, note that $U$ and $u$ obey the same equation inside the cell. Their difference has zero second derivative and is a straight line:

$$U(z)=u(z)+az+c .$$

Subtracting the values at the two ends gives $\Delta U=0+aL$, because $u$ is periodic. Hence $a=\Delta U/L$ and

$$U(z)=u(z)+\frac{\Delta U}{L}z+c. \tag{6}$$

The periodic solution contains the correct step plus an artificial uniform field that undoes it over one period. With both points outside the charge, the naive difference is

$$u(z_2)-u(z_1)=\Delta U\left(1-\frac{z_2-z_1}{L}\right). \tag{7}$$

The missing fraction is the separation of the points divided by the cell length. It tends to zero if the cell grows while the points stay fixed. If the separation of the points grows in proportion to the cell, the error does not shrink, and points at the two ends give zero however large the cell is.

## Reading the slope

The artificial field is also the remedy. Outside the charge $U'=0$, so differentiating (6) at such a point $z_c$ gives $0=u'(z_c)+\Delta U/L$, or

$$\Delta U=-L\,u'(z_c). \tag{8}$$

The derivative comes from the same coefficients. Multiplying (5) by $iG$ and summing,

$$u'(z_c)=-4\pi i\sum_{G\ne0}\frac{\rho_G}{G}e^{iGz_c},$$

so no numerical differentiation of a plateau is needed.

The profile of the isolated interface follows from (6) once $c$ is fixed. With the symmetric zero of (4), $U(-L/2)=2\pi p=-\Delta U/2$. Setting $z=-L/2$ in (6) gives $-\Delta U/2=u(-L/2)-\Delta U/2+c$, hence $c=-u(-L/2)$.

## A worked density

The following model has round parameters and represents no particular material. It consists of three Gaussian sheets, each normalized to its areal charge $\sigma_i$, with the width given as the standard deviation:

| $\sigma_i$ (e/Å²) | centre $z_i$ (Å) | width (Å) |
|---|---|---|
| +0.020 | −0.8 | 0.4 |
| −0.035 | +0.3 | 0.6 |
| +0.015 | +1.5 | 0.5 |

The charges sum to zero. A Gaussian is symmetric about its centre, so its first moment is $\sigma_iz_i$, whatever its width:

$$p=-0.0160-0.0105+0.0225=-0.0040\ \text{e/Å}.$$

For lengths in Å and energies in eV, the factor $4\pi$ in the equations becomes $4\pi$ times one hartree times one bohr, which is 180.95 eV Å. Equation (3) then gives

$$\Delta U=180.95\times0.0040=0.7238\ \text{eV},$$

or 0.02660 hartree.

For the Fourier route the density is sampled at 200 points in a cell of $L=20$ Å and transformed by a fast Fourier transform. The slope at the cell edge, $z_c=-10$ Å, is −0.03619 eV/Å. Equation (8) gives $20\times0.03619=0.7238$ eV, in agreement with the moment. The naive difference between $z=5$ and $z=-5$ Å is 0.3619 eV. This is half the step, as (7) requires for points half a cell apart.

The restored profile, with its zero midway between the plateaus, is:

| $z$ (Å) | $U$ (eV) |
|---|---|
| −9 | −0.362 |
| −1 | −0.096 |
| 0 | 1.795 |
| 1 | 1.604 |
| 2 | 0.472 |
| 9 | 0.362 |

The energy inside the interface rises far above both plateaus, because the negative sheet lies between two positive ones. The step is what remains after a large cancellation. By (3), moving sheet $i$ by $\delta z$ changes the step by $-4\pi\sigma_i\,\delta z$. Moving the right-hand sheet outward by 0.1 Å changes it by $-180.95\times0.015\times0.1=-0.27$ eV, more than a third of its value. In such a density, small displacements of charge matter much more than the last digits of the integration.

## What the moment can and cannot confirm

The moment looks like an independent check on the slope. How independent it is can be found by relating the two at an arbitrary cut $z_c$, inside the charge or outside it. Let $\rho$ now denote the periodically repeated density, and allow a residual charge $Q$ per cell. Dropping the $G=0$ component amounts to subtracting the mean density, so the equation actually solved is

$$u''=4\pi\left(\rho-\frac{Q}{L}\right).$$

Taylor's formula with integral remainder, taken over one period, reads

$$u(z_c+L)=u(z_c)+L\,u'(z_c)+\int_{z_c}^{z_c+L}(z_c+L-z)\,u''(z)\,dz .$$

The two values of $u$ are equal and cancel. Inserting $u''$ gives

$$-L\,u'(z_c)=4\pi\int_{z_c}^{z_c+L}(z_c+L-z)\left(\rho-\frac{Q}{L}\right)dz .$$

The constant $z_c+L$ multiplies an integral that vanishes, because the background neutralizes the cell. In the remaining term, $\int z\,dz$ over the window is $[(z_c+L)^2-z_c^2]/2=L(z_c+L/2)$. Therefore

$$-L\,u'(z_c)=-4\pi\left[M_c-Q\left(z_c+\frac L2\right)\right],\qquad M_c=\int_{z_c}^{z_c+L}z\rho\,dz. \tag{9}$$

For $Q=0$ the slope and the moment over the same window agree at every cut. Their agreement tests the transform and any factor or sign that enters only one of the routes, and a disagreement can expose a coarse grid. Agreement does not prove that the grid is fine enough, and it does not test the choice of cut. Nor does it reveal an error common to both routes, such as a wrong unit constant or a density with reversed sign.

### A cut through the charge

Suppose $Q=0$ but $z_c$ lies inside the density. The window from $z_c$ to $z_c+L$ then takes the charge left of the cut from the next cell, displaced by $L$. If that charge is $q_{\rm left}$,

$$M_c=p+L\,q_{\rm left},\qquad -L\,u'(z_c)=\Delta U-4\pi L\,q_{\rm left}. \tag{10}$$

In the model, a cut at $z=0$ has $q_{\rm left}=0.008766$ e/Å², obtained by numerical quadrature. The moment becomes $-0.0040+20\times0.008766=0.1713$ e/Å, and both routes return −31.00 eV in place of 0.72 eV. The error is proportional to $L$, so a larger cell makes it worse.

By (10), the step is correct when $q_{\rm left}=0$. This can also happen at a point inside the charge, where the contributions to its left cancel, but the result then changes quickly if the cut moves. A safe cut has $q_{\rm left}=0$ and no charge around it. A vanishing local density alone is not enough. Between the two thin sheets considered earlier, the density is zero and the slope is constant, yet $q_{\rm left}=\sigma$. The periodic density alone cannot say which of the two empty regions is the outside; that must come from the geometry of the interface being modelled.

### A residual charge

Now let the cut be outside the charge, but let $Q\ne0$. While the cut moves through the gap, $M_c$ stays constant and (9) gives an apparent step $S=-L\,u'$ that drifts:

$$\frac{dS}{dz_c}=4\pi Q. \tag{11}$$

To see its size, raise the right-hand sheet from 0.015 to 0.016 e/Å², so that $Q=0.001$ e/Å² and the moment is $-0.0040+0.0015=-0.0025$ e/Å. The results are:

| cut $z_c$ (Å) | window centre (Å) | apparent step (eV) |
|---|---|---|
| −12 | −2 | 0.090 |
| −10 | 0 | 0.452 |
| −8 | +2 | 0.814 |

For the first row, $-180.95\times(-0.0025+0.002)=0.090$ eV. The drift is 0.181 eV for each Å by which the cut moves. A charge of one thousandth of an electron per Å² thus makes the answer depend on an arbitrary choice. No row is the correct one. An isolated charged layer has a field on at least one side, so the energy does not level off on both sides and no unique step exists.

Equation (9) shows what the periodic calculation has done. If a thin sheet of charge $-Q$ is placed at $z_r$, the system becomes neutral with moment $M_c-Qz_r$, and its step is $-4\pi(M_c-Qz_r)$. This is (9) with $z_r=z_c+L/2$. The uniform background acts as if the missing charge sat at the centre of the window.

The repair must therefore be physical. One has to find where the missing charge belongs. In the example it belongs at 1.5 Å, where the extra charge was added, and $-180.95\times(-0.0025-0.0015)=0.7238$ eV recovers the neutral result. In a gate stack, the compensating charge may lie in a depletion layer or an electrode outside the cell. The potential then varies over that longer distance, and a single interface step does not describe it.

## Removing the tilt by symmetry

The artificial field can also be avoided. Place the interface and its mirror image in a cell of length $2L$:

$$\rho_{\rm m}(z)=\rho(z)+\rho(L-z),\qquad -\frac L2\le z<\frac{3L}2 .$$

With $z'=L-z$, the image has the moment $\int(L-z')\rho(z')\,dz'=LQ-p=-p$. The total moment is zero, and (9), applied to the doubled cell, gives zero slope at $z=-L/2$. Crossing a neutral interface leaves the slope unchanged, by (2), so it is zero at $z=L/2$ as well. Between these points the periodic solution obeys the same equation as the isolated $U$ with the same zero slope at the left. Therefore

$$\Delta U=u(L/2)-u(-L/2),$$

and here the naive subtraction is correct. For the model this difference of plateaus is 0.7238 eV.

The price is a cell twice as long. In an atomistic calculation the two interfaces must also be truly equivalent. If their dipoles differ, a net moment and a tilt return. The single-interface cell with (8) has no such requirement, but (8) corrects only the potential of a given density. If the density was itself computed self-consistently in that cell, the artificial field acted on the electrons and polarized them. The field must then be cancelled during the calculation, because a correction afterwards does not restore the density.

## How fine a grid is needed

The two routes respond differently to the grid spacing $h$. The moment is a sum over grid points. For a function that has died out at the cell ends, and a grid containing $z=0$, Poisson's summation formula gives

$$h\sum_j z_j\rho(z_j)=\sum_{m}\int z\rho(z)\,e^{-2\pi imz/h}\,dz .$$

The term $m=0$ is $p$. The error comes from wave numbers $2\pi/h$ and above. The Fourier slope uses wave numbers up to $\pi/h$ only, and near that limit sampling mixes each component with one of similar size from just beyond it. Once the grid resolves the sheets, its error is therefore governed by the density's components near $\pi/h$.

A Gaussian of width $w$ has components proportional to $e^{-G^2w^2/2}$. Doubling the relevant wave number multiplies the exponent by four, so the moment should converge much sooner for this smooth density. The absolute errors, relative to the sheet sum $-4\pi\sum_i\sigma_iz_i$, are:

| $h$ (Å) | slope error (eV) | moment error (eV) |
|---|---|---|
| 1.0 | 0.71 | 0.41 |
| 0.5 | $1.0\times10^{-2}$ | $1.3\times10^{-5}$ |
| 0.25 | $1.7\times10^{-7}$ | round-off |

These entries are for grids of 20, 40 and 80 points that start at $z=-10$ Å, and they depend on where the points fall. Shifting the grid and its cut by a fraction of $h$ changes them by an order of magnitude or more: at 0.5 Å the slope error ranges from about $4\times10^{-4}$ to $1.2\times10^{-2}$ eV and the moment error from $3\times10^{-6}$ to $5\times10^{-5}$ eV, and a grid of 41 points has a slope error of $3.4\times10^{-2}$ eV. At 1 Å, which exceeds every sheet width, neither result can be trusted. At 0.5 Å the slope on the tabulated grid is wrong by 1.4 per cent of the step, while the moment is already accurate. For a neutral density and a cut outside the charge, a disagreement between the two is thus a useful sign of a coarse grid. With a cut through the charge, the error of the plain sum for the moment falls only in proportion to $h$, because the integrand differs by $L\rho(z_c)$ between the two ends of the window. A density with sharp features near the nuclei has slowly decaying components, and these errors cannot be carried over to it.

## The resulting procedure

1. Form the total, localized density and compute $Q$. If it is not negligible, find the missing charge. The tolerance follows from (11): the ambiguity is $4\pi Q$ times the uncertainty in where that charge belongs.
2. Choose $z_c$ outside the whole interface charge, and define the window from $z_c$ to $z_c+L$.
3. Transform $\rho$, apply (5), and obtain $-L\,u'(z_c)$.
4. Compute $-4\pi M_c$ over the same window and compare. A difference points to the grid, a sign, a factor or a residual charge. Agreement does not prove neutrality: by (9), a residual charge contributes $4\pi Q(z_c+L/2)$ to the difference, which is zero for a window centred on $z=0$.
5. Move the cut within the outer gap. On a converged grid, a constant result confirms neutrality and a steady drift measures $Q$ through (11). On a coarse grid the result varies with the cut even for a neutral density.
6. Add the linear term of (6) to recover the profile.

If only the step is wanted, the moment is the cheaper route. The Fourier solution adds the profile across the interface. It also tests the assumption of neutrality, because its slope is constant across the charge-free gap only if $Q=0$.
